# Quantum capacitance of a two-dimensional subband in series with a gate: a program that tests the result

```python
"""Differential capacitance of a gated two-dimensional electron gas.

Result under test (Gaussian units, capacitance per area in 1/cm):
    C_q = e^2 D F,  D = m/(pi hbar^2),  F = 1 - exp(-n/(D k T)),
    1/C = 4 pi d/eps + 1/C_q  [+ (dE0/dn)/e^2 if the level E0 moves].
n: sheet density, mu: chemical potential from the subband bottom,
d, eps: barrier thickness and dielectric constant, m: effective mass,
E0: height of the subband bottom above the local electrostatic energy,
U: gate voltage from the zero at which e U = 4 pi e^2 n d/eps + mu + E0.
The independent side sums Fermi occupations over discrete k points,
solves Poisson's equation on a grid, and differentiates numerically.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expit

# constants in Gaussian units
hbar = const.hbar * 1e7                  # erg s
electron_mass = const.m_e * 1e3          # g
charge = const.e * const.c * 10.0        # esu
boltzmann = const.k * 1e7                # erg/K
eV = const.e * 1e7                       # erg
meV = 1e-3 * eV
nm = 1e-7                                # cm
# a Gaussian capacitance of 1 cm expressed in microfarad
microfarad_per_cm = 4 * np.pi * const.epsilon_0 * 0.01 * 1e6

# model parameters
mass_ratio = 0.2
mass = mass_ratio * electron_mass
eps = 10.0
d = 10.0 * nm

# closed formulas
D = mass / (np.pi * hbar**2)
C_gate = eps / (4 * np.pi * d)
C_degenerate = charge**2 * D
a_star = eps * hbar**2 / (mass * charge**2)


def chemical_potential(n, T):
    kT = boltzmann * T
    return kT * np.log(np.expm1(n / (D * kT)))


def bottom_occupation(n, T):
    return -np.expm1(-n / (D * boltzmann * T))


def series_capacitance(n, T, level_slope=0.0):
    C_q = C_degenerate * bottom_occupation(n, T)
    return 1 / (1 / C_gate + 1 / C_q + level_slope / charge**2)


def gate_energy(n, T):
    return charge**2 * n / C_gate + chemical_potential(n, T)


# independent side: discrete states of a periodic square box
box = 400.0 * nm
index = np.arange(-180, 181)
square_sum = (index[:, None]**2 + index[None, :]**2).ravel()
multiplicity = np.bincount(square_sum)
shell = np.nonzero(multiplicity)[0]
weight = multiplicity[shell]
state_energy = (2 * np.pi * hbar / box)**2 * shell / (2 * mass)


def counted_density(mu, T):
    occupation = expit((mu - state_energy) / (boltzmann * T))
    return 2 * np.dot(weight, occupation) / box**2


# independent side: Poisson equation, gate at node 0, sheet at mid grid,
# zero field at the far end
nodes = 40
sheet = 20
step = d / sheet
laplace = (np.diag(-2.0 * np.ones(nodes)) + np.diag(np.ones(nodes - 1), 1)
           + np.diag(np.ones(nodes - 1), -1))
laplace[-1, -1] = -1.0


def sheet_potential(gate_potential, n):
    source = np.zeros(nodes)
    source[sheet - 1] = 4 * np.pi * charge * n * step / eps
    source[0] -= gate_potential
    return np.linalg.solve(laplace, source)[sheet - 1]


def fixed_level(n):
    return 0.0


def solved_density(energy_U, T, level):
    kT = boltzmann * T

    def mismatch(x):
        n = counted_density(x * kT, T)
        phi = sheet_potential(energy_U / charge, n)
        return (charge * phi - level(n)) / kT - x

    x = brentq(mismatch, -40, 60, xtol=1e-13, rtol=1e-14)
    return counted_density(x * kT, T)


def numerical_capacitance(energy_U, T, level=fixed_level):
    h = 0.005 * boltzmann * T
    upper = solved_density(energy_U + h, T, level)
    lower = solved_density(energy_U - h, T, level)
    return charge**2 * (upper - lower) / (2 * h)


def close(a, b, tolerance):
    return abs(a / b - 1) < tolerance


# difference quotients carry a relative error of order (0.005)^2/6
fd_tol = 2e-5
cases = [(1e10, 300.0), (1e11, 300.0), (1e12, 300.0),
         (1e13, 300.0), (1e12, 30.0)]
rows = []
for n, T in cases:
    kT = boltzmann * T
    mu = chemical_potential(n, T)
    F = bottom_occupation(n, T)
    assert close(counted_density(mu, T), n, 1e-8)
    h = 0.005 * kT
    slope = (counted_density(mu + h, T) - counted_density(mu - h, T)) / (2*h)
    C_q = C_degenerate * F
    assert close(charge**2 * slope, C_q, fd_tol)
    assert close(slope, D * expit(mu / kT), fd_tol)
    if n < 0.01 * D * kT:
        # leading correction to the dilute limit is n/(2 D k T)
        assert close(slope, n / kT, n / (D * kT))
    U = gate_energy(n, T)
    assert close(solved_density(U, T, fixed_level), n, 1e-8)
    C_num = numerical_capacitance(U, T)
    C = series_capacitance(n, T)
    assert close(C_num, C, fd_tol)
    length = d + a_star / (4 * F)
    assert close(C_num, eps / (4 * np.pi * length), fd_tol)
    rows.append((n, T, mu, F, C_q, C, C_num, U))

# density at which the total is half the geometric capacitance
T_room = 300.0
kT_room = boltzmann * T_room
n_half = -D * kT_room * np.log1p(-a_star / (4 * d))
U_half = gate_energy(n_half, T_room)
assert close(numerical_capacitance(U_half, T_room), C_gate / 2, fd_tol)

# illustrative level that rises with density as n^(2/3)
n_ref = 1e13
E_ref = 100 * meV


def moving_level(n):
    return E_ref * (n / n_ref)**(2 / 3)


level_slope = 2 * E_ref / (3 * n_ref)
U_moving = gate_energy(n_ref, T_room) + E_ref
C_moving_num = numerical_capacitance(U_moving, T_room, moving_level)
C_moving = series_capacitance(n_ref, T_room, level_slope)
C_fixed = series_capacitance(n_ref, T_room)
assert close(C_moving_num, C_moving, fd_tol)
assert not close(C_moving_num, C_fixed, 0.01)
level_length = eps * level_slope / (4 * np.pi * charge**2)

print(f"mass ratio m/m_e = {mass_ratio:.2f}")
print(f"dielectric constant = {eps:.1f}")
print(f"barrier thickness d = {d/nm:.2f} nm")
print(f"density of states D = {D*eV:.4e} 1/(eV cm^2)")
print(f"kT at 300 K = {kT_room/meV:.3f} meV")
print(f"D kT at 300 K = {D*kT_room:.4e} cm^-2")
print(f"D kT at 30 K = {D*boltzmann*30:.4e} cm^-2")
print(f"a* = {a_star/nm:.4f} nm")
print(f"a*/4 = {a_star/(4*nm):.4f} nm")
print(f"1 cm^-1 = {microfarad_per_cm:.5e} uF/cm^2")
print(f"C_g = {C_gate:.5e} cm^-1")
print(f"C_g converted = {C_gate*microfarad_per_cm:.4f} uF/cm^2")
print(f"degenerate C_q = {C_degenerate:.5e} cm^-1")
print("degenerate C_q converted = "
      f"{C_degenerate*microfarad_per_cm:.3f} uF/cm^2")
for n, T, mu, F, C_q, C, C_num, U in rows:
    print(f"case n = {n:.1e} cm^-2, T = {T:.0f} K:")
    print(f"  mu = {mu/meV:.3f} meV, F = {F:.5f}, eU = {U/eV:.5f} eV")
    print(f"  C_q = {C_q:.5e} cm^-1, C/C_g = {C/C_gate:.5f}")
    print(f"  C formula = {C:.5e}, numerical = {C_num:.5e} cm^-1")
    print(f"  C converted = {C*microfarad_per_cm:.5f} uF/cm^2")
print(f"half-capacitance F = {a_star/(4*d):.5f}")
print(f"half-capacitance density, 300 K = {n_half:.4e} cm^-2")
print(f"half-capacitance mu = {chemical_potential(n_half, T_room)/meV:.3f} meV")
print(f"half-capacitance eU = {U_half/eV:.5f} eV")
print(f"moving level: E0 = {E_ref/meV:.1f} meV at n = {n_ref:.1e} cm^-2")
print(f"moving level: dE0/dn = {level_slope/eV:.4e} eV cm^2")
print(f"moving level: extra length = {level_length/nm:.4f} nm")
print(f"C with fixed level = {C_fixed:.5e} cm^-1")
print(f"C with moving level, formula = {C_moving:.5e} cm^-1")
print(f"C with moving level, numerical = {C_moving_num:.5e} cm^-1")
print("OK")
```

Running it gives:

```
mass ratio m/m_e = 0.20
dielectric constant = 10.0
barrier thickness d = 10.00 nm
density of states D = 8.3546e+13 1/(eV cm^2)
kT at 300 K = 25.852 meV
D kT at 300 K = 2.1598e+12 cm^-2
D kT at 30 K = 2.1598e+11 cm^-2
a* = 2.6459 nm
a*/4 = 0.6615 nm
1 cm^-1 = 1.11265e-06 uF/cm^2
C_g = 7.95775e+05 cm^-1
C_g converted = 0.8854 uF/cm^2
degenerate C_q = 1.20304e+07 cm^-1
degenerate C_q converted = 13.386 uF/cm^2
case n = 1.0e+10 cm^-2, T = 300 K:
  mu = -138.900 meV, F = 0.00462, eU = -0.13709 eV
  C_q = 5.55716e+04 cm^-1, C/C_g = 0.06527
  C formula = 5.19441e+04, numerical = 5.19443e+04 cm^-1
  C converted = 0.05780 uF/cm^2
case n = 1.0e+11 cm^-2, T = 300 K:
  mu = -78.833 meV, F = 0.04524, eU = -0.06074 eV
  C_q = 5.44305e+05 cm^-1, C/C_g = 0.40617
  C formula = 3.23223e+05, numerical = 3.23223e+05 cm^-1
  C converted = 0.35963 uF/cm^2
case n = 1.0e+12 cm^-2, T = 300 K:
  mu = -13.692 meV, F = 0.37061, eU = 0.16726 eV
  C_q = 4.45853e+06 cm^-1, C/C_g = 0.84855
  C formula = 6.75253e+05, numerical = 6.75253e+05 cm^-1
  C converted = 0.75132 uF/cm^2
case n = 1.0e+13 cm^-2, T = 300 K:
  mu = 119.441 meV, F = 0.99024, eU = 1.92895 eV
  C_q = 1.19130e+07 cm^-1, C/C_g = 0.93738
  C formula = 7.45946e+05, numerical = 7.45946e+05 cm^-1
  C converted = 0.82998 uF/cm^2
case n = 1.0e+12 cm^-2, T = 30 K:
  mu = 11.944 meV, F = 0.99024, eU = 0.19290 eV
  C_q = 1.19130e+07 cm^-1, C/C_g = 0.93738
  C formula = 7.45946e+05, numerical = 7.45946e+05 cm^-1
  C converted = 0.82998 uF/cm^2
half-capacitance F = 0.06615
half-capacitance density, 300 K = 1.4781e+11 cm^-2
half-capacitance mu = -68.442 meV
half-capacitance eU = -0.04169 eV
moving level: E0 = 100.0 meV at n = 1.0e+13 cm^-2
moving level: dE0/dn = 6.6667e-15 eV cm^2
moving level: extra length = 0.3684 nm
C with fixed level = 7.45946e+05 cm^-1
C with moving level, formula = 7.21045e+05 cm^-1
C with moving level, numerical = 7.21045e+05 cm^-1
OK
```
